# Thouless ratio in disordered supercells: from boundary shifts to localization

## Why one supercell does not classify a state

A disordered supercell yields discrete levels and normalized wavefunctions whether or not its states can carry current. A state whose decay length exceeds the cell fills it much as a band state does, and the density of states can pass smoothly from one kind to the other. If states are classified from such data alone, traps may be counted as conducting states. One way to supply the missing information is to ask how a level responds to its boundary, and how that response changes with cell size.

Let the cell contain \(L\) primitive cells along each of \(d\) axes. Along one axis a twist \(\phi\) is imposed: the wavefunction gains the factor \(e^{i\phi}\) on crossing the cell. The values \(\phi=0\) and \(\phi=\pi\) are periodic and antiperiodic boundaries. With levels sorted as \(E_1\le E_2\le\dots\), the Thouless ratio is

\[
r_n=\frac{|\Delta E_n|}{\delta},\qquad \Delta E_n=E_n(\pi)-E_n(0),
\]

where \(\delta\) is the disorder-averaged level spacing in the same part of the spectrum. The typical ratio is \(r=\exp\langle\ln r_n\rangle\). Electrons are treated as independent, in a static potential with time-reversal symmetry and no spin-orbit coupling.

The two boundaries are the \(\Gamma\) point and a zone-boundary point of the supercell. To see this, double the cell along the twisted axis and copy the disorder. Translation \(T\) by the original length commutes with \(H\), and \(T^2=1\), so \(T=\pm1\). The two signs give the periodic and antiperiodic levels. For a 4 × 4 cell of the graphene model below, the joint spectrum agreed with that of the 8 × 4 cell to \(1.2\times10^{-14}\) eV. In a self-consistent calculation the potential must be the same at both points.

Sorted pairing needs a reason. Near a close approach, two levels are described by a 2 × 2 Hermitian matrix with splitting \(2\sqrt{b_1^2+b_2^2+b_3^2}\). A crossing requires three real numbers to vanish while only \(\phi\) varies, which does not happen generically. At \(\phi=0,\pi\) the matrix is real, but two conditions remain and no parameter is free. Sorting therefore follows each level continuously. On 41 twists of the 4 × 4 cell the smallest gap was 0.14 eV with disorder and zero without it. In a clean crystal, sorting need not follow a Bloch state.

## Why localized levels do not move

Let \(-t\) be the nearest-neighbour matrix element, and place the whole twist on the bonds \((a,b)\) through one cut. With \(z_{ab}=e^{-i\phi}\psi_a^*\psi_b\), these bonds contribute \(-t\sum(z_{ab}+z_{ab}^*)\) to the energy. For a normalized eigenstate the derivative of \(\psi\) drops out of \(dE/d\phi\), leaving

\[
\frac{dE_n}{d\phi}=-t\sum_{ab}(-iz_{ab}+iz_{ab}^*)=-2t\sum_{ab}\operatorname{Im}z_{ab}.
\]

Multiplying the amplitudes between two cuts by a phase moves the twist from one cut to the other. It changes neither \(E_n\) nor any \(|\psi_a|\), so for every cut

\[
\left|\frac{dE_n}{d\phi}\right|\le 2t\sum_{ab}|\psi_a||\psi_b|.
\]

In a 6 × 6 cell at \(\phi=1\), the currents through all six cuts matched the numerical slopes to \(3.9\times10^{-10}\) eV/rad.

Suppose the amplitude decays as \(e^{-|x|/\xi}\) from its centre, for all twists. At the farthest cut, a distance \(L/2\) away, both amplitudes are of order \(e^{-L/2\xi}\), and their product is of order \(e^{-L/\xi}\). Integrating the slope from 0 to \(\pi\) bounds \(|\Delta E_n|\) by a constant times \(e^{-L/\xi}\), apart from powers of \(L\). With \(\rho\) states per unit energy and primitive cell, \(\delta=1/(\rho L^d)\). If the shift follows its bound with a constant prefactor,

\[
r\simeq C L^d e^{-L/\xi},\qquad
\beta\equiv\frac{d\ln r}{d\ln L}=d-\frac{L}{\xi}.
\]

This form has \(\beta>0\) for \(L<d\,\xi\). The exponential argument identifies localization only when the cell is several decay lengths wide. Below that size, a ratio that does not fall proves nothing.

## A ring where the exponent can be derived

Consider a ring of \(N\) sites with hopping element \(t\) and arbitrary site energies. In the permutation expansion of \(\det(E-H)\), a hop forward and back across the twisted bond cancels its phase. Only the two cyclic permutations around the ring retain it. Each has sign \((-1)^{N-1}\) and a product of elements \((-t)^Ne^{\pm i\phi}\), so together they contribute \(-2t^N\cos\phi\):

\[
\det(E-H)=P(E)-2t^N\cos\phi .
\]

At \(\phi=\pi/2\) the last term vanishes, so the levels \(E_m\) at that twist are the zeros of \(P\). Put \(E=E_n+x\). To first order \(P'(E_n)x=2t^N\cos\phi\). Subtracting the solutions at \(\phi=0\) and \(\pi\) gives

\[
|\Delta E_n|\simeq\frac{4t^N}{|P'(E_n)|}
=\frac{4t^N}{\prod_{m\ne n}|E_n-E_m|}.
\]

The second-order term in \(x\) is the same at both ends and cancels in the difference. The relative error is thus of second order in the shift divided by the distance to neighbouring levels. For 20 sites with energies spread uniformly over \(6t\), the median relative error was \(7.0\times10^{-8}\).

The logarithm of the product is a sum over levels. For large \(N\) the decay rate per site is

\[
\gamma(E)=\int dE'\,n(E')\ln|E-E'|-\ln t,
\]

with \(n\) the normalized density of states. This is also the growth rate of a wavefunction started at one end of an open chain. Solving the recursion site by site gives \(\psi_{N+1}=\det(E-H_N)\psi_1/t^N\), where \(H_N\) is the open chain. The matrix that carries \((\psi_1,\psi_0)\) to \((\psi_{N+1},\psi_N)\) has determinant one. Up to sign, its four entries are such determinants for chains shortened by at most one site at each end, each divided by the matching power of \(t\). All four therefore change at the rate \(\gamma\), and \(\gamma<0\) would make the determinant of the matrix vanish for large \(N\). Hence \(\gamma\ge0\), and it is the inverse localization length.

### Two controls

On a clean ring with \(t=1\), \(E=2\cos k\) and \(k=(2\pi m+\phi)/N\). Sorted pairing compares momenta \(\pi/N\) apart, so \(|\Delta E|\simeq2\pi|\sin k|/N\). The two branches \(\pm k\) together have \(N/(2\pi|\sin k|)\) states per unit energy, so \(\delta=2\pi|\sin k|/N\) and \(r=1\). The mean over the middle half of the levels for \(N=200\) was 1.0000.

The second control has both kinds of state: \(t=1\) and site energies \(\lambda\cos(2\pi pj/N+\theta)\), with \(p,N\) coprime. Write

\[
\psi_j=N^{-1/2}\sum_m c_m e^{2\pi ipmj/N}.
\]

The hopping becomes a site energy \(2\cos(2\pi pm/N)\), while the potential becomes a hopping of magnitude \(\lambda/2\):

\[
Ec_m=2\cos\!\left(\frac{2\pi pm}{N}\right)c_m
+\frac{\lambda}{2}\left(e^{i\theta}c_{m-1}+e^{-i\theta}c_{m+1}\right).
\]

Dividing by \(\lambda/2\) gives a ring of strength \(4/\lambda\), energy \(2E/\lambda\) and twist \(N\theta\). For large \(N\) the twist does not affect the density of states. Since \(\ln|E-E'|\) gains \(\ln(\lambda/2)\) under this scaling,

\[
\gamma_\lambda(E)=\gamma_{4/\lambda}(2E/\lambda)+\ln(\lambda/2).
\]

Because \(\gamma\ge0\), all states have a positive decay rate when \(\lambda>2\). If the dual states at \(4/\lambda<2\) are extended, their rate is zero and \(\gamma_\lambda=\ln(\lambda/2)\).

The numbers support that premise. With \(\delta\) taken as the full spectral width divided by \(N-1\), and \(\theta=1/N\), \(\lambda=1\) gave \(r=0.372,\ 0.365,\ 0.361\) for \(N=89,\ 233,\ 610\). At \(\lambda=3\), \(r\) fell from \(4.16\times10^{-5}\) at \(N=21\) to \(3.90\times10^{-11}\) at \(N=55\), a rate of 0.408 per site against \(\ln(3/2)=0.405\). On this ring the shift carries a further factor close to \(1/N\), which cancels the one in \(\delta\), so \(r\) itself falls at nearly the rate \(\gamma\). The constant prefactor assumed earlier does not hold here.

## What the ratio measures in a metal

A diffusing electron crosses the cell in a time of order \(L^2/D\), where \(D\) is the diffusion constant. This suggests an energy scale \(\hbar D/L^2\), and dividing by \(\delta\propto L^{-d}\) gives a conductance-like number proportional to \(L^{d-2}\). In two dimensions this estimate is independent of \(L\).

The sorted shift at \(\phi=\pi\) need not follow this number when it is large. Let \(\mathcal N_\phi(E)\) count the levels below \(E\). If level \(n\) has moved up by \(\Delta E_n\), then about \(\Delta E_n/\delta\) more periodic than antiperiodic levels lie below its new position:

\[
\frac{\Delta E_n}{\delta}\simeq\mathcal N_0(E)-\mathcal N_\pi(E).
\]

A large \(r\) therefore requires a large difference in counts, which level repulsion suppresses. For pairs of independent real symmetric random matrices of order 200, the middle fifth of the levels gave a typical ratio of 0.66, although the two spectra shared no information. This value belongs to that matrix size and is not a universal ceiling. Where levels cluster instead of repelling, as in a clean two-dimensional cell, this suppression is absent and \(r\) can lie well above one.

The curvature at zero twist is not a difference of counts. Expand \(H=H_0+\phi H'+\tfrac12\phi^2H''\). The energy at order \(\phi^2\) is the mean of \(\tfrac12H''\) plus the second-order effect of \(H'\). Equating it to \(\tfrac12E_n''\phi^2\) gives

\[
E_n''=\langle n|H''|n\rangle
+2\sum_{m\ne n}\frac{|\langle m|H'|n\rangle|^2}{E_n-E_m}.
\]

Time reversal makes \(E_n(\phi)\) even, so the slope at zero vanishes. In the 6 × 6 cell the formula agreed with a twist of 0.01 to a median relative error of \(2.9\times10^{-5}\).

In the graphene model at fixed \(L=12\), halving the disorder width from 10 to 5 eV raised \(r\) in the band interior from 0.162 to 0.439, a factor of 2.7. The typical \(|E_n''|/\delta\) rose from 0.102 to 0.544, a factor of 5.3. Here \(r\) grew more slowly than the curvature ratio; whether it saturates was not tested. The ratio \(r\) serves to detect localization; it is not a linear scale of conductance.

## The algorithm and its errors

1. For each disorder sample, diagonalize with both boundaries and the same potential.
2. Sort the levels and choose windows by fixed fractions of the spectrum.
3. Average the spacing over samples, and average \(\ln r_n\) first within each sample.
4. Repeat for several \(L\) with unchanged disorder statistics, and compute \(\beta\).

Levels in one sample are correlated, so samples are the independent units. If \(s\) is the standard deviation of the sample means of \(\ln r_n\) over \(S\) samples, the standard error is \(\sigma=s/\sqrt S\). Between sizes \(L_1\) and \(L_2\),

\[
\beta=\frac{\ln(r_2/r_1)}{\ln(L_2/L_1)},\qquad
\sigma_\beta=\frac{\sqrt{\sigma_1^2+\sigma_2^2}}{\ln(L_2/L_1)}.
\]

A window is labelled localizing if \(\beta+3\sigma_\beta<0\), otherwise unresolved. This error is statistical. It treats \(\delta\) as exact and excludes corrections from small cells. A slightly negative \(\beta\) therefore does not prove localization: the extended ring at \(\lambda=1\) has \(\beta\approx-0.02\) between \(N=89\) and 610, with no sampling error at all. The eigenvalue error must also lie well below the shifts, or \(r\) levels off at a false floor.

## Disordered graphene

The example is the \(p_z\) band of graphene, with rough hopping \(t=2.7\) eV and lattice constant 0.246 nm. Site energies are uniform over a chosen width of 10 eV (2.89 eV rms). The windows cover the fractions 0.47–0.53 (half filling), 0.65–0.80 (interior) and 0.97–0.995 (tail) of the sorted levels. There were 150, 70 and 30 samples for \(L=8,12,18\). Typical ratios were:

| Window | \(L=8\) | \(L=12\) | \(L=18\) | \(\beta\) from 8 to 18 |
|---|---|---|---|---|
| Half filling | 0.220 | 0.198 | 0.171 | −0.31 ± 0.05 |
| Interior | 0.197 | 0.170 | 0.148 | −0.35 ± 0.05 |
| Tail | 0.027 | 0.007 | 0.0007 | −4.43 ± 0.24 |

The tail is strongly localized. Its spacing fell from 230.7 to 52.5 meV, so the logarithmic fall of the typical shift is

\[
4.43\ln\frac{18}{8}+\ln\frac{230.7}{52.5}=3.59+1.48=5.07,
\]

and \(\xi=(18-8)/5.07=1.97\) lattice constants, or 0.48 nm. The statistical errors of \(\ln r\) alone make this uncertain by about 0.08 lattice constants, and the full uncertainty is larger. The fit assumes a constant prefactor; a factor \(1/L\) in the shift, as on the quasiperiodic ring, would give \(10/(5.07-0.81)=2.35\). Fresh disorder samples extended to \(L=24\) shift the constant-prefactor value to about 2.2. It is also one effective value for a window about 0.8 eV wide, which holds only three levels at \(L=8\). Across it the decay length of the Green function falls from about 3 lattice constants near 9.0 eV to about 1.3 near 9.8 eV. The result is best read as \(\xi\approx2\) lattice constants, or 0.5 nm. The cells are several decay lengths wide for most of the window, but the smallest is only about 2.5 decay lengths wide at its lower edge.

All three windows meet the localizing criterion, but the first two fall slowly. The same fit would be misleading there. At half filling the shift drops from \(212.7\times0.2203=46.9\) meV to 6.93 meV, a logarithmic fall of 1.91. The diffusive law \(L^{-2}\) alone would give \(2\ln(18/8)=1.62\). Most of the fall is thus no evidence of an exponential, and no decay length is quoted. A slow fall is consistent with the scaling expectation that generic site disorder eventually localizes all states in this two-dimensional symmetry class. These sizes do not prove it, and a flat flow would not have disproved it.

Single states remain ambiguous. At \(L=8\), 19% of the half-filling states have \(r_n<0.1\), although the typical ratio is 0.22; in the tail the share is 81%.

The participation number \(1/\sum_a|\psi_a|^4\), an effective number of occupied sites, gives a separate check. From \(L=8\) to 18 it grew from 29 to 77 in the interior and from 13 to 21 in the tail, while the area grew fivefold. The order agrees with the ratios. The remaining growth in the tail may come from less localized states in that window, which is a conjecture.

### Beside real graphene

The disorder is far stronger than in clean device graphene. Nor does it represent heavy covalent functionalization or ion damage, which can remove \(p_z\) sites from the network altogether. In a nearest-neighbour model, missing sites can leave states at zero energy, which uniform site disorder does not reproduce. The tail, near 9.4 eV, is a benchmark of the model only, since real graphene has other bands there. Two assumptions were varied at \(L=12\). Two-valued disorder of equal rms left \(r\) at half filling at 0.198, but raised the tail value from 0.007 to 0.026. A second-neighbour matrix element of +0.27 eV gave 0.182 and 0.075; the difference at half filling is comparable to the statistical error. The tail ratio thus changes by up to a factor of ten with the model. The interior ratio also moved, from 0.170 to 0.147 with two-valued disorder and to 0.256 with the second-neighbour element. Since these variants were run at one size only, their flow with \(L\), and so their classification, was not tested. Reversing the sign of this element exchanges the roles of the upper and lower tails.

Real devices also break the assumption of static, independent electrons. At half filling and \(L=18\) the cell is 4.43 nm long and \(\delta=40.6\) meV. The thermal energy at 300 K is 25.9 meV, or \(0.64\,\delta\), well above the typical shift of 6.9 meV. A field of 0.092 MV/cm drops one level spacing across the cell. The bare Coulomb energy at the cell length, with a rough oxide-supported screening constant of 2.45, is 133 meV, more than three spacings. This is an upper bound, because it omits screening by the sheet's own electrons. With the density of states implied by \(\delta\), about 2.9 eV\(^{-1}\) nm\(^{-2}\) including spin, a Thomas–Fermi estimate falls below 0.1 meV at that distance; localization would weaken this screening. How far these effects move \(r\) was not computed. The ratios describe eigenstates of a frozen potential; a room-temperature conductivity also requires inelastic scattering and interactions. The remaining values are in the numerical output.

## Computed results

```
hopping 2.7 eV, lattice constant 0.246 nm (rough)
disorder width 10.0 eV, rms 2.89 eV
doubled-cell spectrum: largest error 1.2e-14 eV
smallest gap on twist path: clean 0.0e+00, disordered 1.4e-01 eV
slope minus cut current: largest 3.9e-10 eV/rad
curvature formula: median relative error 2.9e-05
ring product formula: median relative error 7.0e-08
clean ring, N=200: mean r 1.0000
quasiperiodic, strength 1, N=89: typical r 0.3718
quasiperiodic, strength 1, N=233: typical r 0.3645
quasiperiodic, strength 1, N=610: typical r 0.3605
quasiperiodic, strength 3, N=21: typical r 4.163e-05
quasiperiodic, strength 3, N=34: typical r 2.029e-07
quasiperiodic, strength 3, N=55: typical r 3.897e-11
decay per site 0.4083, ln(3/2) 0.4055
graphene cells: L in lattice constants, se = standard error of ln r
half filling, L=8: E -0.13 eV, delta 212.7 meV, r 0.2203, se 0.031, r<0.1: 19%
half filling, L=12: E -0.04 eV, delta 93.5 meV, r 0.1975, se 0.036, r<0.1: 21%
half filling, L=18: E -0.05 eV, delta 40.6 meV, r 0.1708, se 0.031, r<0.1: 25%
half filling: beta -0.31 +- 0.05, localizing
band interior, L=8: E 4.23 eV, delta 131.5 meV, r 0.1968, se 0.023, r<0.1: 21%
band interior, L=12: E 4.29 eV, delta 59.3 meV, r 0.1700, se 0.024, r<0.1: 26%
band interior, L=18: E 4.24 eV, delta 26.2 meV, r 0.1477, se 0.031, r<0.1: 30%
band interior: beta -0.35 +- 0.05, localizing
upper tail, L=8: E 9.34 eV, delta 230.7 meV, r 0.0268, se 0.082, r<0.1: 81%
upper tail, L=12: E 9.37 eV, delta 107.9 meV, r 0.0073, se 0.129, r<0.1: 95%
upper tail, L=18: E 9.38 eV, delta 52.5 meV, r 0.0007, se 0.179, r<0.1: 99%
upper tail: beta -4.43 +- 0.24, localizing
samples: L=8: 150, L=12: 70, L=18: 30
tail decay length 1.97 lattice constants = 0.48 nm
participation, band interior: L=8 29.2, L=18 77.1 sites
participation, upper tail: L=8 13.0, L=18 20.8 sites
interior, L=12, width 10 eV: r 0.162, curvature ratio 0.102
interior, L=12, width 5 eV: r 0.439, curvature ratio 0.544
independent random-matrix spectra: typical r 0.661
L=12 half filling: r base 0.198, second-neighbour 0.182, binary 0.198
L=12 band interior: r base 0.170, second-neighbour 0.256, binary 0.147
L=12 upper tail: r base 0.007, second-neighbour 0.075, binary 0.026
second-neighbour hopping used 0.27 eV
cell length at L=18: 4.43 nm
thermal energy at 300 K: 25.9 meV = 0.64 delta
typical shift at half filling, L=18: 6.93 meV
field for one spacing across the cell: 0.092 MV/cm
Coulomb energy at cell length, screening 2.45: 133 meV
```
